Current Spreading from Striped Apertures: Trapezoid Model and Logarithmic Resistance

When a vertical transistor cell is sized, its pitch is chosen against the resistance of the drift layer. If the calculation uses the planar value, resistivity times thickness, it misses the cost of squeezing the current through a narrow opening. If it adds the whole resistance of the spreading region to the full planar value, it counts the upper part of the layer twice. The formula below gives the correct bookkeeping within a trapezoid model, and the comparison with Laplace's equation shows which spreading angle to enter.

**Geometry and definitions**

Parallel stripes repeat with pitch W. Each cell has one conducting aperture of width a < W at the top of a drift layer of thickness t, and the rest of the top surface passes no current. A contact at one potential covers the whole bottom. Depth z is measured downward from the aperture, and x sideways from its centre. The layer is ohmic, with uniform resistivity ρ. For electrons of density N and mobility μ,

ρ = 1/(qNμ).

The width a is the width that conducts, after depletion regions have been subtracted.

Specific resistance R_sp is resistance times the area of the full cell. A stripe of length Y that carries current IY has resistance V/(IY) and cell area WY, so

R_sp = W V/I,

where I is the current per unit stripe length. It is convenient to work with the equivalent length L = R_sp/ρ. A planar layer with no crowding has L = t.

The model makes two assumptions. Current fills a trapezoid whose sides lean outward at an angle α from the vertical, and it is spread evenly over each horizontal slice. With T = tan α, the two sides together add 2Tz to the width, until neighbouring trapezoids meet:

w(z) = a + 2Tz for z < h, and w(z) = W for z ≥ h,

h = (W − a)/(2T).

**The logarithm**

A slice of thickness dz, width w and unit stripe length has resistance ρ dz/w. Multiplying by W gives its share of the specific resistance, and dividing by ρ gives

dL = W dz/w(z).

Take first a layer deep enough for the trapezoids to merge, t ≥ h. In the upper part put w = a + 2Tz, so that dz = dw/(2T):

∫₀ʰ W dz/(a + 2Tz) = (W/2T) ∫ₐᵂ dw/w = (W/2T) ln(W/a).

Below h the integrand is 1, which contributes t − h. Hence

R_sp = ρ[(W/2T) ln(W/a) + t − h], t ≥ h. (1)

If the layer ends before the trapezoids merge, the upper limit of w is a + 2Tt, and

R_sp = ρ(W/2T) ln(1 + 2Tt/a), t < h. (2)

At t = h the argument in (2) is 1 + (W − a)/a = W/a, so the two expressions join.

In (1) the logarithm stands in place of ρh. Within the model, the surcharge over a planar layer is therefore

ΔL = L − t = (1/2T)[W ln(W/a) − (W − a)]. (3)

This surcharge does not depend on t once the trapezoids have merged. At a fixed ratio a/W and fixed angle it is proportional to W, so a finer cell pays less for spreading. The surcharge also varies as 1/T, so a relative error in T passes directly into ΔL, but is diluted in the total.

**What the trapezoid leaves out**

Equation (1) contains two errors of opposite sign. To separate them, imagine that the sloping sides are insulating walls, and call the resistance of that structure the walled resistance.

The first error is the neglect of sideways flow. In any slice the vertical current density j_z must integrate to I. The Cauchy–Schwarz inequality gives

I² = (∫ j_z dx)² ≤ w ∫ j_z² dx, so ∫ j_z² dx ≥ I²/w.

The dissipated power per unit stripe length is ρ∫∫(j_x² + j_z²) dx dz, which is at least ρI²∫dz/w. The slice formula is thus a lower bound on the walled resistance.

The second error is the wall itself. Let j be the true current in the open cell, and let j + δ be another current-conserving flow with the same total I that also respects the insulating surfaces. Since ρj = −∇φ and δ has no divergence,

ρ∫ j·δ dA = −∫ ∇φ·δ dA = −∮ φ δ·n ds = 0.

The boundary term vanishes because φ is constant on each electrode, where δ carries no net current, and δ·n = 0 on insulating surfaces. The power of the other flow therefore exceeds the true power by ρ∫δ² dA. The walled flow is one such flow, so removing the walls can only lower the resistance.

The same principle gives an upper bound. In the trapezoid, with w′ = dw/dz = 2T, try

j_x = I x w′/w², j_z = I/w.

Then ∂j_x/∂x = I w′/w² and ∂j_z/∂z = −I w′/w², so current is conserved. At the wall x = w/2 the ratio j_x/j_z is w′/2 = T, so the flow follows the wall. The sideways part of the dissipation in one slice is

∫ j_x² dx = (I²w′²/w⁴)(w³/12) = (I²/w)(T²/3).

Every slice of the trapezoid is multiplied by 1 + T²/3, while the merged region is unchanged. With L_log denoting the logarithmic term of (1) or (2),

L_true ≤ L_trapezoid + (T²/3) L_log. (4)

The bound also holds if current enters the aperture uniformly rather than from an equipotential, provided resistance is defined as power divided by current squared. In that case δ·n = 0 at every point of the aperture, and the boundary term vanishes again.

**Deep layer: which angle?**

For an equipotential aperture on a deep layer, Laplace's equation can be solved by conformal mapping. Let ζ = x + iz. The function

u = sin(πζ/W)

maps the half-strip |x| < W/2, z > 0 onto the upper half-plane. The aperture becomes the real interval from −s to s, with s = sin(πa/2W). The insulating top and the symmetry planes between cells become the rest of the real axis. Now define Ω = Ψ + iΦ through

u = s sin Ω.

On the aperture Ω is real, so Φ = 0 there. On the insulating boundaries Ψ = ±π/2, so these are streamlines. Φ is therefore proportional to the potential drop measured from the aperture. By the Cauchy–Riemann relations the flux of ∇Φ equals the change of Ψ across the cell, which is π. To carry the current I the drop must be (ρI/π)Φ.

Far below the aperture |u| ≈ exp(πz/W)/2 and |sin Ω| ≈ exp(Φ)/2. Hence exp(πz/W) = s exp(Φ), or

Φ = πz/W + ln(1/s).

Multiplying the drop by W/(ρI) gives L = z + ΔL, with

ΔL = (W/π) ln[1/sin(πa/2W)]. (5)

For a narrow aperture, s ≈ πa/2W and

ΔL ≈ (W/π)[ln(W/a) + ln(2/π)].

The trapezoid surcharge (3) tends to (W/2T)[ln(W/a) − 1]. The slopes in ln(W/a) agree when T = π/2, an angle of 57.5°. The constants still differ, so this angle reproduces the growth of the resistance and not its value.

For a nearly full aperture let ε = 1 − a/W be small. Since −ln(1 − ε) − ε ≈ ε²/2, (3) becomes Wε²/(4T). In (5) the sine is cos(πε/2) ≈ 1 − π²ε²/8, so ΔL ≈ πWε²/8. The ratio of trapezoid to Laplace surcharge is 2/(πT), and agreement now requires T = 2/π, less than 45°.

Between these limits 45° passes through agreement. The deep-layer surcharges, divided by W, are:

a/W = 0.05: trapezoid 1.023, Laplace 0.810
a/W = 0.10: trapezoid 0.701, Laplace 0.591
a/W = 0.20: trapezoid 0.405, Laplace 0.374
a/W = 0.30: trapezoid 0.252, Laplace 0.251
a/W = 0.50: trapezoid 0.097, Laplace 0.110
a/W = 0.70: trapezoid 0.028, Laplace 0.037

The crossing lies at a/W = 0.303. At a/W = 0.05 the 45° surcharge is 26% above the Laplace surcharge, and at 0.70 it is 23% below. The 23% deviation matters less in the total, because the surcharge is then small. For a deep uniform layer (5) is as easy to evaluate as (3), and is the better choice if the aperture is close to an equipotential.

**Thin layer: a second limit**

Suppose t is much smaller than both a and W − a. The current then runs almost straight down, with a little extra leaving each edge, and the two edges can be treated separately.

Place one edge at x = 0, with the aperture at x < 0, and let η be the height above the bottom contact. With ζ = x + iη, use

u = exp(πζ/t), v = √(1 + u).

The strip becomes the first quadrant of the v plane. The aperture lies on 0 < v < 1, the contact on v > 1, and the insulating surface on the imaginary axis. Reflection in that axis satisfies the insulating condition. For unit voltage the potential is the imaginary part of

F = (1/π) ln[(v − 1)/(v + 1)],

which is 1 for −1 < v < 1 and 0 on the rest of the real axis.

The flux leaving the aperture between its edge, v = 0, and a point v = 1 − δ is the change in the real part of F, in magnitude (1/π) ln(2/δ) for small δ. At a distance ℓ inside the edge, u = −exp(−πℓ/t), so v ≈ 1 + u/2 and δ = exp(−πℓ/t)/2. Thus

flux = (1/π)[ln 4 + πℓ/t] = ℓ/t + (2 ln 2)/π.

The first term is the planar current. The second is equivalent to an extra width (2 ln 2/π)t at each edge. With two edges,

L ≈ tW/[a + (4 ln 2/π)t], 4 ln 2/π = 0.8825. (6)

To compare, expand (2) for small t/a:

L ≈ (Wt/a)(1 − Tt/a), so tW/L ≈ a + Tt.

The matching tangent is 0.8825, an angle of 41.4°. In this regime 45° slightly overestimates the spreading.

**Intermediate thickness and the injection profile**

For any t, write the entering current as I g(x), where g is even, vanishes outside the aperture and integrates to 1. Let k_n = 2πn/W and F_n = ∫ g cos(k_n x) dx. The Fourier series of the current at z = 0 is

j_z = (I/W)[1 + 2 Σ F_n cos(k_n x)], n = 1, 2, …

The potential that satisfies Laplace's equation, has this current at the top and vanishes at z = t is

φ = (ρI/W){t − z + 2 Σ (F_n/k_n) cos(k_n x) sinh[k_n(t − z)]/cosh(k_n t)}.

The dissipated power is I∫gφ dx at z = 0. Division by I² and multiplication by W/ρ give

L = t + (W/π) Σ F_n² tanh(2πnt/W)/n. (7)

Here 2/k_n = W/(πn) was used. Uniform injection has F_n = sin(πna/W)/(πna/W). An equipotential aperture has the profile that minimises (7), by the minimum-power argument above. The hyperbolic tangent shows when a layer counts as deep: its slowest term differs from 1 by about 2 exp(−4πt/W).

**Worked example: a silicon cell**

Take rough values for a silicon vertical transistor of the 100 V class: W = 10 µm, a = 3 µm, t = 8 µm, N = 2×10¹⁵ cm⁻³ and μ = 1350 cm²/Vs. Then ρ = 2.312 Ω cm. For α = 45°, T = 1 and

h = (10 − 3)/2 = 3.5 µm,

L_log = (10/2) ln(10/3) = 6.020 µm,

L = 6.020 + 8 − 3.5 = 10.520 µm.

With 1 µm = 10⁻⁴ cm, the logarithmic term is 1.392 mΩ cm² and the uniform part 1.040 mΩ cm². Their sum is

R_sp = 2.43 mΩ cm² (2.43×10⁻³ Ω cm²).

The planar value is 1.85 mΩ cm², so spreading costs a factor 1.315. Adding the logarithmic term to the planar value instead would give 3.24 mΩ cm², which is 33% above the trapezoid result.

Minimising (7) gives L = 10.513 µm for an equipotential aperture, and a separate finite-element solution gives 10.510 µm. The angle that reproduces the Laplace value is 45.1°. This close agreement comes from cancellation. With insulating trapezoid walls the finite-element length is 11.83 µm, about 0.01 µm below the mesh-free value of 11.84 µm from a Schwarz–Christoffel map. Neglecting sideways flow therefore lowers the estimate by about 1.3 µm, and forbidding current outside the trapezoid raises it by about 1.3 µm. The bound (4) is 12.53 µm. The example sits at a/W = 0.30, almost on the crossing, so its accuracy should not be carried over to other ratios.

Uniform injection gives 10.84 µm, 3.1% above the equipotential result. This difference is not an error bar for a real device. A channel that feeds the aperture from its edges can crowd the current there and raise the resistance above the uniform-injection value, so even the second digit of R_sp can depend on the feed. Equation (7) accepts any known symmetric profile g.

**Real devices and the size of the omissions**

The largest omission computed here is temperature. With mobility falling as the power −2.4 of absolute temperature, a rough value for silicon, heating from 300 to 400 K multiplies the resistance by 1.99, to 4.85 mΩ cm². The model layer begins at the lower edge of the body regions, so the neck between them must be added. With the same resistivity and conducting width, a neck 1 µm deep adds, in the slice model, W/a times 1 µm, or 3.33 µm of equivalent length, which is 32% of the trapezoid result. Depletion around the body regions also raises the resistance. For a body doping of 10¹⁷ cm⁻³ the built-in voltage is 0.73 V and the one-sided depletion width x_d is 0.69 µm. A conducting width of 3 µm then needs a body-to-body gap of 4.38 µm. Depletion below the body also delays spreading. If the current stays confined to width a down to x_d, and t is held fixed,

L = x_d W/a + L_trapezoid(t − x_d),

which raises the slice-model resistance by 15.3%. Laplace's equation with an insulating neck of this depth gives a rise of about 17%. The on-state voltage widens the depletion further, and this is not included. Heavier doping near the aperture would break the assumption of uniform ρ. In the slice model, doubling the doping down to h at fixed mobility, angle and a would halve the logarithmic term and bring the total to about 1.74 mΩ cm². The price is a lower blocking voltage. At the same peak field, the planar estimate below would fall from 101 V to about 51 V. This overstates the loss, because the breakdown field rises with doping: an ionisation integral with van Overstraeten–de Man coefficients gives a fall from about 150 V to about 110 V.

Velocity saturation can be sized with μ/(1 + μE/v_s) and v_s = 10⁷ cm/s. In a slice of current density J_s this gives

E = ρJ_s/[1 − J_s/(qNv_s)].

At a cell-average current density of 100 A/cm² the low-field estimate at the aperture is 7.7×10⁻⁴ MV/cm, and the integrated resistance rises by 5.1%. The figure depends on the velocity law: the sharper form μ/[1 + (μE/v_s)^β]^(1/β), with β about 1.1 for electrons in silicon, gives a rise of only about 3%. The Debye length, 91 nm, is small compared with a, and the doping is 7×10⁻⁵ of the effective density of states, so neutral, non-degenerate conduction is a fair description away from the depletion edges.

The blocking voltage of a fully depleted planar layer with peak field E_c is

V = E_c t − qNt²/(2ε).

With E_c = 0.25 MV/cm it is 101 V. This field is a derated value: an ionisation integral with van Overstraeten–de Man coefficients puts avalanche breakdown of this planar layer near 0.31 MV/cm, or about 150 V. Field crowding at body corners and at the chip edge is not in this estimate.

**The same cell with a thinner wide-gap layer**

Keep W = 10 µm, a = 3 µm, mobility and permittivity fixed, but raise the critical field tenfold. Reduce t tenfold to 0.8 µm and raise N a hundredfold to 2×10¹⁷ cm⁻³. Both E_c t and Nt² are unchanged, so the planar blocking voltage remains 101 V.

Now t < h, and (2) gives

L = 5 ln(1 + 1.6/3) = 2.137 µm.

The Laplace value is 2.159 µm, so the trapezoid is 1% low. The angle that reproduces Laplace is 43.4°. It lies above the thin-layer limit of 41.4° because the next term in the expansion of (2) reduces the effective width by T²t²/(3a), which a larger T must offset. That term alone would give 44.0°, and the higher terms bring the angle back to 43.4°.

The penalty over the planar layer is 2.67, against 1.315 before. With no spreading at all it would be W/a = 3.33. The planar resistance has fallen by a factor of 1000, but the trapezoid resistance falls to 0.0049 mΩ cm², a factor of about 490. At this fixed cell geometry, half of the material's advantage is lost to crowding.

This is a scaling comparison and not a device prediction, since mobility falls at such doping. With a rough built-in voltage of 3 V, and a body doped much more heavily than this drift layer, the depletion width is 0.14 µm, and the confined neck adds 7.1% in the slice model, or about 9% by Laplace's equation. Lower doping at the same thickness would raise the planar blocking voltage, but not above E_c t, which is 200 V here. Beyond that limit the layer must be thicker. The ratio of t to h then decides between (1) and (2), and in both cases the surcharge becomes a smaller share of the total as t grows.

Some crystals conduct differently along x and z. If these are principal axes of the conductivity, with resistivities ρ_x and ρ_z, the stretched depth z′ = z√(ρ_z/ρ_x) turns the conduction equation into Laplace's equation. A tangent T′ chosen for the stretched cell, with thickness t√(ρ_z/ρ_x), corresponds in real coordinates to

T = T′√(ρ_z/ρ_x).

Equations (1) and (2) then apply with ρ = ρ_z and this T. Easier sideways conduction widens the trapezoid, as it should. In cubic silicon at low field the conductivity is isotropic and no correction is needed.

**Implementation**

Subtract depletion from the drawn opening to obtain a, then compute h and choose (1) or (2). The angles below and equation (5) assume a nearly equipotential aperture. A neck above the aperture makes the entering current more uniform and lowers the matching angle. For W = 10 µm, a = 3 µm and a neck 1 µm deep, counted separately as W/a times its depth, Laplace's equation gives about 43° at t = 8 µm and 38° at t = 0.8 µm. For a uniform isotropic layer, 45° is suitable near a/W = 0.3 when the layer is deep, and 41° when t is much smaller than a and W − a. For narrow apertures on deep layers use (5), and for intermediate thickness use (7). The main values used here are collected in the numerical output.

Calculated quantities

```
pitch W, aperture a, thickness t: 10.0, 3.0, 8.0 um
doping 2.0e+15 cm^-3, mobility 1350 cm^2/Vs
spreading angle: 45.0 deg
resistivity: 2.312 Ohm cm
merging depth h: 3.50 um
logarithmic length: 6.020 um
remaining uniform length t-h: 4.500 um
trapezoid total length: 10.520 um
Laplace length, equipotential aperture: 10.513 um
Laplace length, uniform injection: 10.836 um
finite elements, equipotential: 10.510 um
finite elements, uniform injection: 10.835 um
finite elements, insulating walls: 11.828 um
dissipation upper bound: 12.526 um
R_sp logarithmic term: 1.392 mOhm cm^2
R_sp uniform term: 1.040 mOhm cm^2
R_sp trapezoid total: 2.432 mOhm cm^2
R_sp planar layer: 1.849 mOhm cm^2
R_sp Laplace: 2.430 mOhm cm^2
penalty over planar layer: 1.315
angle reproducing Laplace: 45.1 deg
deep layer: a/W, 45-deg excess/W, Laplace excess/W
  0.05  1.0229  0.8102
  0.10  0.7013  0.5905
  0.20  0.4047  0.3738
  0.30  0.2520  0.2514
  0.50  0.0966  0.1103
  0.70  0.0283  0.0367
a/W where 45 deg is exact (deep): 0.303
angle, narrow-aperture log slope: 57.5 deg
angle, thin-layer limit: 41.4 deg
thin-layer added width/t: 0.8826, map 0.8825
resistance factor at 400 K: 1.99
R_sp trapezoid at 400 K: 4.85 mOhm cm^2
built-in voltage: 0.73 V, depletion width: 0.69 um
body-to-body gap needed: 4.38 um
rise from depleted neck: 15.3 %
aperture field at 100 A/cm^2: 7.71e-04 MV/cm
rise from velocity saturation: 5.1 %
rise, uniform injection vs equipotential: 3.1 %
Debye length: 91 nm; doping/N_c: 7.1e-05
planar blocking at 0.25 MV/cm: 101 V
tenfold field: t 0.80 um, doping 2.0e+17 cm^-3, 101 V
  trapezoid length 2.137 um, Laplace 2.159 um
  penalty 2.672; without spreading 3.333
  angle reproducing Laplace: 43.4 deg
  R_sp trapezoid: 0.00494 mOhm cm^2
  depletion at 3 V: 0.139 um, rise 7.1 %
```
